# Is zincblende a zero-polarisation reference for wurtzite nitrides?

## Question

I want the bound charge at a coherent interface between two wurtzite nitrides, grown along the $c$ axis with the film strained to the substrate. My procedure takes the spontaneous polarisation of each material as the difference between wurtzite and zincblende. The argument is that zincblende is tetrahedral, a tetrahedral crystal cannot have a polarisation vector, and so zincblende is a natural zero. I then add the piezoelectric term for the film and subtract the two polarisations.

A colleague uses a layered hexagonal crystal as the zero instead and gets spontaneous polarisations that are far larger. Surely the reference must cancel in a difference? If so, why do our interface charges disagree when we use the same piezoelectric constants? And does it matter whether those constants are "proper" or "improper"?

## Answer

The symmetry argument fails because the polarisation of a periodic crystal is a set of values, not a single vector. Tetrahedral symmetry must preserve the set, and a set can be preserved without containing zero. For III-V zincblende it does not contain zero. The reference cancels if it is the same for both materials, but the zincblende value depends on the lattice constant, so references taken at two different lattice constants leave a remainder.

### What the formal polarisation is

Put ionic cores of charge $Z_ie$ at $\mathbf r_i$, with $Z=3$ for the cation and $Z=5$ for the anion, and eight valence electrons per pair. Represent each doubly occupied band by a Wannier function with centre $\bar{\mathbf r}_n$. The formal polarisation at zero macroscopic field is

$$\mathbf P=\frac{e}{\Omega}\Big[\sum_i Z_i\mathbf r_i-2\sum_n\bar{\mathbf r}_n\Big],$$

where $\Omega$ is the cell volume. Choosing a periodic image of one core, displaced by a lattice vector $\mathbf R$, adds $Z_ie\mathbf R/\Omega$. Moving a Wannier pair adds $-2e\mathbf R/\Omega$. Since the core charges are odd, these moves together generate every multiple of $e\mathbf R/\Omega$, and $\mathbf P$ is defined modulo that quantum.

The centres come from Bloch states. For one band, at fixed in-plane wavevector and with period $L$ along $z$, the Wannier function is an integral of $e^{ikz}u_k$ over $k$. Since $z\,e^{ikz}=-i\,\partial_k e^{ikz}$, integration by parts moves the derivative onto $u_k$:

$$\bar z=\frac{L}{2\pi}\int_0^{2\pi/L}\!dk\,\langle u_k|i\partial_k u_k\rangle .$$

This is a Berry phase times $L/2\pi$. For several bands one sums over them, and then averages over the in-plane wavevector.

### What tetrahedral symmetry allows

Let $a_c$ be the cubic constant, so $\Omega=a_c^3/4$, and write $\mathbf P=(e/\Omega)\mathbf p$. A symmetry operation $S$ must map the set of values to itself, so $S\mathbf p-\mathbf p$ must be a lattice vector. The face-centred lattice vectors are $\tfrac{a_c}{2}(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even.

The twofold rotation about $z$ gives

$$S\mathbf p-\mathbf p=(-2p_x,-2p_y,0).$$

Hence $p_x=a_cm_1/4$ and $p_y=a_cm_2/4$ with $m_1+m_2$ even. The rotation about $x$ gives $p_z=a_cm_3/4$ with $m_2+m_3$ even. So $m_1,m_2,m_3$ have the same parity.

The other generators add nothing. A threefold rotation changes $\mathbf p$ by $\tfrac{a_c}{4}(m_3-m_1,\,m_1-m_2,\,m_2-m_3)$, whose entries are even multiples of $a_c/4$ that sum to zero. The mirror exchanging $x$ and $y$ changes it by $\tfrac{a_c}{4}(m_2-m_1)(1,-1,0)$. Both are lattice vectors.

Modulo the lattice, the triples of equal parity fall into four classes:

$$\mathbf P=\frac{e}{\Omega}\,\frac{m\,a_c}{4}(1,1,1),\qquad m=0,1,2,3.$$

Zero is one class of four. A search over a grid of candidate vectors finds the same four.

Now take the component along $\mathbf n=[111]$, pointing from a cation to the anion bonded to it along this axis. The hexagonal surface cell has side $a=a_c/\sqrt2$ and area $A=\sqrt3a^2/2=\sqrt3a_c^2/4$. Then

$$\mathbf P\cdot\mathbf n=\frac{4e}{a_c^3}\,\frac{\sqrt3\,m\,a_c}{4}=\frac{\sqrt3\,m\,e}{a_c^2}=\frac{3m}{4}\,\frac eA ,$$

and the quantum along $\mathbf n$ is $e/A$.

### Which class a nitride belongs to

The class is discrete, so it cannot change under a continuous deformation that keeps the symmetry and the gap. Deform to the ionic limit, with all eight electrons on the anion. The cation has charge $+3e$ at the origin and the anion $-3e$ at $\tfrac{a_c}{4}(1,1,1)$. This is $m=-3$, so

$$\mathbf P\cdot\mathbf n=-\frac94\frac eA\equiv\frac34\frac eA=\frac{\sqrt3\,e}{2a^2},$$

after adding three quanta. Covalency does not alter this as long as the four Wannier centres remain a tetrahedral set around the anion, because their sum is then still four times the anion position.

I checked this in an $sp^3$ tight-binding model with cation-anion hopping. The anion levels are $-12$ and $0$ eV; the cation levels are $4$ and $10$ eV for the substrate, $6$ and $12$ eV for the film. Atoms of the same kind do not couple to each other, so any state built from anion orbitals has mean energy at most $0$; any state built from cation orbitals has at least $4$ eV. There are as many anion orbitals as occupied bands, so the min-max principle puts every occupied level at or below $0$ and every empty one at or above $4$ eV. This holds for any strength of the hopping, so the ionic limit is reached without closing the gap. Berry phases give $0.75000\,e/A$ for both sets of levels.

### Where the three quarters can be seen

Cut a stoichiometric slab across the axial bonds, so that its top plane is made of cations. Each bilayer, of spacing $d$, has $+3e$ at height $z_k$ and $-3e$ at $z_k-d/4$ per surface cell. To count the charge of the top surface, weight all charges with a function $w(z)$ that is zero in the lower half, one in the upper half, and rises linearly over one period $d$ in between. The charge is

$$Q=3e\sum_k\big[w(z_k)-w(z_k-d/4)\big]=3e\cdot\frac{d/4}{d}=\frac34e .$$

The second equality holds because $\sum_kw(z_k+x)$ has slope $1/d$ in $x$: exactly one plane of each kind lies within the ramp.

Diagonalising an 18-bilayer slab, with the electrons free to spread over the bonds, gives $0.75000\,e$ per cell. An insulating surface with the bulk surface cell can change this by whole electrons, but cannot bring it to zero. Four cells together carry $3e$, the core charge of one cation. If one surface cation in four is missing and the anion-derived bands stay filled, the surface can be both neutral and insulating.

### Wurtzite and the layered crystal

In wurtzite, let cations sit at heights $0$ and $c/2$, with each axial bond of length $uc$ pointing up to an anion. The anion associated with the cation plane at $c/2$ is at $uc$, which is $(\tfrac12-u)c$ below that plane. There are two such pairs per period, so point ions give

$$P=\frac{1}{Ac}\cdot2\cdot3e\,\big(\tfrac12-u\big)c=6\big(\tfrac12-u\big)\frac eA .$$

For the ideal $u=3/8$ this is $\tfrac34e/A$, the zincblende value. That is why the difference between wurtzite and zincblende is small: two large numbers nearly cancel.

At $u=\tfrac12$ cations and anions are coplanar. Each plane is a mirror, which reverses $P$ and leaves $0$ or $\tfrac12e/A$, modulo $e/A$. The ionic limit selects $0$. This is the layered hexagonal reference.

For the model substrate, with $a=3.20$ Å, $c=5.20$ Å and $u=0.377$, point ions give $0.7380\,e/A$ and the full calculation $0.7432\,e/A$; the electrons contribute the difference of $0.0052$. As $u$ moves to $\tfrac12$ in four equal steps, $P$ passes through $0.5941$, $0.4262$ and $0.2275$ to $0$. The gap bound holds along the whole path and no step approaches the quantum, so $0.7432$ and $0$ lie on the same branch. A slab of the same wurtzite has surface charge $0.7432\,e$ per cell, which confirms the branch by counting.

With $e/A=1.8067$ C/m², the substrate has $P=1.3427$ C/m² relative to the layered crystal. Relative to zincblende, whose value is $1.3550$ C/m², it has $-0.0123$ C/m². This is the large discrepancy between your numbers and your colleague's.

### The interface charge

Let crystal 1 lie below crystal 2, with $\mathbf n$ pointing up and a common surface cell $A$. Use a weight $w$ that equals one around the interface, rises from zero over one period $c_1$ deep in crystal 1, and falls to zero over one period $c_2$ deep in crystal 2.

Group the cores and Wannier pairs of each bulk into neutral units, with dipole $AP_1c_1$ per period in crystal 1. As in the slab, summing the ramp over periodic images gives a linear function, here of slope $1/c_1$. The units of crystal 1 therefore contribute $AP_1c_1/c_1=AP_1$, whatever the shape of the Wannier functions. Another grouping can change $P_1$ by whole quanta, which the integer $N$ below absorbs. Crystal 2 has the opposite slope and contributes $-AP_2$. Where $w=1$, neutral units contribute nothing, and a whole number $N$ of unpaired charges may remain. Hence

$$\sigma=P_1-P_2+N\frac eA .$$

This is the charge at zero macroscopic field. It requires an insulating interface, a matched in-plane lattice and layers thick enough to contain bulk regions. In a real junction the charge sets up fields $E_1$ and $E_2$ along $\mathbf n$, which polarise both crystals and change the total bound charge. For linear dielectrics without free charge, $\sigma$ is then the source in $\epsilon_0(\kappa_2E_2-\kappa_1E_1)=\sigma$, where $\kappa_1$ and $\kappa_2$ are the relative permittivities along the axis. Free carriers or charged defects add their own charge. For two similar nitrides joined without a change of bonding, $N=0$ when both polarisations are on the branch used above.

The formula answers your question about cancellation. A zincblende reference that is kept cubic and evaluated at the *common* in-plane lattice is $\sqrt3e/(2a^2)$ for both sides and drops out. Evaluated at each material's own lattice constant, it does not. The layered reference is zero at every $a$, so the problem does not arise.

### Proper and improper constants

Let the film be strained equally in both in-plane directions by $\varepsilon$, so $A=A_0(1+\varepsilon)^2$. The product $AP$ is a charge per surface cell. Differentiating $P=(AP)/A$ at $\varepsilon=0$ gives

$$\frac{dP}{d\varepsilon}=\frac1{A_0}\frac{d(AP)}{d\varepsilon}-2P .$$

The left side is twice the improper constant, and the first term on the right is twice the proper one:

$$2e_{31}^{\rm prop}=2e_{31}^{\rm imp}+2P .$$

Axial strain leaves $A$ unchanged, so $e_{33}$ is the same in both senses.

Adding a quantum to $P$ adds a constant to $AP$, so the proper constant is the same on every branch. The improper one, $e_{31}^{\rm prop}-P$, is not: it belongs to the branch of $P$ from which it was taken. Below, "improper" always means the branch on which the layered crystal has $P=0$.

The interface formula needs the polarisation $P$ of the strained film, so a linear expansion of it takes the improper constant. With $P_s$ for the substrate, $P_f$ for the unstrained film and axial strain $\varepsilon_3$,

$$\sigma\simeq P_s-\big(P_f+2e_{31}^{\rm imp}\varepsilon+e_{33}\varepsilon_3\big).$$

The first-order errors of the alternatives follow by subtraction.

- **Layered reference, proper constant.** The film term is too large by $2\varepsilon P_f$, so the error in $\sigma$ is $-2\varepsilon P_f$.
- **Zincblende at each own lattice, improper constant.** The error is $P_{ZB}(a_f)-P_{ZB}(a_s)$. Since $P_{ZB}\propto a^{-2}$ and $a_s=a_f(1+\varepsilon)$, this is $+2\varepsilon P_{ZB}$ to first order.
- **Zincblende at each own lattice, proper constant.** Both errors occur, and their sum is $-2\varepsilon(P_f-P_{ZB})$.

The last combination contains two large errors that almost cancel, to the extent that wurtzite and zincblende have similar formal polarisations. If you work this way, you may get a good answer, but combining your reference with improper constants of the layered branch, or your colleague's with proper ones, spoils it. A constant formed instead from the zincblende-referenced polarisation, $e_{31}^{\rm prop}-(P_f-P_{ZB})$, is a different quantity. It already contains the strain dependence of the reference, and used with your reference it removes the first-order error.

Proper constants can also be used with the layered reference if the charge per cell is expanded first and divided by the new area afterwards:

$$P_{\rm film}\simeq\frac{A_0}{A}\big(P_f+2e_{31}^{\rm prop}\varepsilon+e_{33}\varepsilon_3\big).$$

### A worked interface

The model film has $a=3.16$ Å, $c=5.06$ Å and $u=0.381$. Matching it to the substrate requires $\varepsilon=3.20/3.16-1=0.01266$. I prescribe $\varepsilon_3=-\varepsilon/2=-0.00633$ and let $u$ change by $0.10(\varepsilon-\varepsilon_3)$. These are round choices, not relaxed forces. The model also omits on-site $s$-$p$ dipoles and self-consistent screening, so its numbers illustrate the relations and do not predict a particular nitride.

The Berry phase gives the strained film $P=0.72569\,e/A$ at the common $A$, and therefore

$$\sigma=(0.74321-0.72569)\frac eA=0.01752\,\frac eA .$$

Separately, I diagonalised a superlattice with 12 bilayers of each material and counted the charge at one interface with the weight $w$. The count is $0.01752\,e$ per cell, or $0.0317$ C/m². Widening the gap between the two crystals by $0.2$ Å leaves it unchanged to the digits shown, as it should if the bulks alone fix the charge.

For the unstrained film, $P_f=1.3480$ C/m², $e_{31}^{\rm imp}=-1.4324$, $e_{31}^{\rm prop}=-0.0843$ and $e_{33}=0.2028$ C/m². The improper constant was obtained from Berry phases and the proper one from slab surface charges. Their doubled difference, $2.696$ C/m², agrees with $2P_f$.

The layered reference with the improper constant gives, in C/m²,

$$\sigma\simeq1.3427-1.3480+2(1.4324)(0.01266)+(0.2028)(0.00633)=0.0323 .$$

The four combinations compare with the counted $0.0317$ C/m² as follows.

| Reference, constant | $\sigma$ (C/m²) | Error (C/m²) |
|---|---:|---:|
| Layered, improper | 0.0323 | +0.0006 |
| Layered, proper | −0.0019 | −0.0335 |
| Zincblende, improper | 0.0668 | +0.0351 |
| Zincblende, proper | 0.0326 | +0.0010 |

The second row has the wrong sign and the third is about twice the counted charge. Their predicted first-order errors are $-2(0.01266)(1.3480)=-0.0341$ and $+2(0.01266)(1.3895)=+0.0352$ C/m², where $1.3895$ C/m² is the film's zincblende value. The sum of these two, $+0.0011$ C/m², is the predicted error of the fourth row.

The $0.0006$ C/m² left in the first row is of second order. Expanding $(1+\varepsilon)^{-2}$ gives a term $3\varepsilon^2P_f=0.00065$ C/m² that the linear formula omits; the other second-order and higher terms are smaller in total. The area-corrected formula with proper constants keeps this term. It gives $P_{\rm film}=(3.16/3.20)^2(1.3480-0.0034)=1.3112$ C/m², and thus $\sigma=0.0315$ C/m².

If your tables contain zincblende-referenced values, they remain usable. Add the missing reference difference,

$$P_{ZB}(a_s)-P_{ZB}(a_f)=1.3550-1.3895=-0.0345\ \text{C/m}^2,$$

to the third row. The result is $0.0323$ C/m², the same as the first row. This correction goes with the improper constant of the layered branch, $e_{31}^{\rm prop}-P_f$. With the constant $e_{31}^{\rm prop}-(P_f-P_{ZB})=-0.0843+0.0415=-0.0428$ C/m², the zincblende references give $0.0316$ C/m² without it, and it must not be added. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
Hoppings ss, sp, pp-sigma, pp-pi at reference bond (eV): -2.5 3.0 5.0 -1.0
Reference bond, hopping cutoff (angstrom): 1.95 3.6
Anion s, p levels (eV): -12.0 0.0
Substrate: a = 3.20 angstrom, c = 5.20 angstrom, u = 0.377, cation s, p = (4.0, 10.0) eV
Film: a = 3.16 angstrom, c = 5.06 angstrom, u = 0.381, cation s, p = (6.0, 12.0) eV
Internal response du/d(e1-e3): 0.10 (dimensionless)
Allowed zincblende classes along [111] (e/A, modulo 1): 0.0 0.25 0.5 0.75
Gap on mesh, zincblende and wurtzite substrate: 9.79, 9.40 eV
Zincblende P, substrate chemistry: 0.75000 e/A
Zincblende P, film chemistry: 0.75000 e/A
Zincblende (111) top surface charge: 0.75000 e per cell
e/A, substrate and film: 1.8067, 1.8527 C/m^2
Zincblende P, substrate and film: 1.3550, 1.3895 C/m^2
Wurtzite substrate P, Berry phase: 0.74321 e/A
Wurtzite substrate top surface charge: 0.74321 e per cell
Wurtzite substrate point-ion P: 0.73800 e/A
Path u (dimensionless): 0.3770 0.4078 0.4385 0.4693 0.5000
Path P (e/A): 0.7432 0.5941 0.4262 0.2275 0.0000
Layered crystal |P|: 4.4e-16 e/A
Layered top surface charge magnitude: 4.7e-15 e per cell
Wurtzite P, substrate and unstrained film: 1.3427, 1.3480 C/m^2
Wurtzite minus zincblende P, substrate: -0.0123 C/m^2
Wurtzite minus zincblende P, film: -0.0415 C/m^2
Film in-plane and axial strain: 1.2658, -0.6329 percent
Strained film P: 0.72569 e/A
Interface charge, Berry difference: 0.01752 e per cell
Interface charge, direct count: 0.01752 e per cell
Same, interface spacing +0.2 angstrom: 0.01752 e per cell
Film e31 improper, proper: -1.4324, -0.0843 C/m^2
Film e33: 0.2028 C/m^2
Counted interface charge: 0.03166 C/m^2
Layered, improper: charge 0.03225, error +0.00059 C/m^2
Layered, proper: charge -0.00188, error -0.03354 C/m^2
Zincblende, improper: charge 0.06677, error +0.03511 C/m^2
Zincblende, improper, corrected: charge 0.03225, error +0.00059 C/m^2
Zincblende, proper: charge 0.03264, error +0.00098 C/m^2
Predicted error, layered with proper: -0.03413 C/m^2
Predicted error, zincblende with improper: +0.03518 C/m^2
Predicted error, zincblende with proper: +0.00105 C/m^2
Error slope, zincblende with proper, numerical: 0.0830 C/m^2
Error slope, zincblende with proper, formula: 0.0830 C/m^2
```
